Depletion width for compensating one microcoulomb per square centimetre

**Problem**

A ferroelectric film lies on n-type silicon with donor density N = 1×10²⁰ cm⁻³. Its polarisation points away from the silicon, and the silicon must supply a positive charge per area σ = 1 µC/cm².

(a) Find the width of the layer that supplies this charge if it has lost all its electrons. Show that no thinner layer can do so.

(b) Find the surface field and band bending in this picture, and decide whether the picture is consistent.

(c) Find how the charge is distributed when the electrons obey Fermi–Dirac statistics with a local density.

(d) Find what changes when the electrons are waves that vanish at the interface.

(e) State what the result means for a hafnia device.

Take T = 300 K, relative permittivity 11.7, six conduction valleys with longitudinal and transverse masses 0.92 and 0.19 electron masses, and a gap of 1.12 eV. These are rough typical values for silicon. Donors are fully ionised and uniformly smeared out, and there are no holes and no charge at the interface unless stated.

**Solution**

**(a) The width**

Let the semiconductor fill x > 0 and the ferroelectric lie at x < 0. The polarisation has magnitude P and points towards −x. The outward normal of the film at the interface points towards +x, so the bound charge there is −P per area. It repels electrons and leaves positive donors uncovered.

With n(x) the electron density, the charge between the interface and the plane x is

Q(x) = q ∫₀ˣ (N − n) dx′.

Deep in the neutral semiconductor Q = σ. If n = 0 for x < W and n = N beyond, then σ = qNW, and

W = σ/(qN)
= (1×10⁻⁶ C/cm²) / (1.602×10⁻¹⁹ C × 1×10²⁰ cm⁻³)
= 6.24×10⁻⁸ cm = 0.62 nm.

The permittivity does not enter, because this is a count of charges: 6.24×10¹² donors per cm² are needed.

The same count gives a lower bound. Since n cannot be negative, Q(x) ≤ qNx. The enclosed charge therefore cannot reach σ before x = W, and it reaches σ at W only if the layer is empty. This holds for any electron distribution with the assumed donors, classical or quantum.

The charge σ need not equal P. Let ε_f be the film's permittivity without its switchable polarisation, and E_f the film's field along +x. Without interface charge the displacement is continuous. In the film it is −P + ε_f E_f. In the semiconductor it rises by σ between the surface and the field-free bulk, so it is −σ at the surface. Hence

σ = P − ε_f E_f.

The two are equal if the field in the film vanishes.

**(b) Field and bending of an emptied layer**

Let ψ(x) be the upward band bending in volts, zero in the bulk. An electron's potential energy is then qψ, the electrostatic potential is −ψ up to a constant, and the field is E = dψ/dx. Gauss's law dE/dx = q(N − n)/ε becomes

ψ″ = q(N − n)/ε, ψ′(0) = −σ/ε.

The magnitude of the surface field is

σ/ε = (1×10⁻² C/m²) / (11.7 × 8.854×10⁻¹² F/m) = 0.965 MV/cm,

or 96.5 mV per nm. In an emptied layer the field falls linearly to zero at W, so the bending is the area of a triangle:

ψ_dep = (σ/ε)W/2 = σ²/(2εqN) = 96.5 × 0.624/2 mV = 30.1 mV.

This must be compared with the energies of the electrons. The thermal voltage kT/q is 25.9 mV. The position of the Fermi level follows from

N = N_c F_{1/2}(η), N_c = 12 [m_d kT/(2πħ²)]^{3/2},

F_j(η) = [1/Γ(j+1)] ∫₀^∞ y^j dy/(1 + e^{y−η}).

The factor 12 counts six valleys and two spins, m_d = (m_l m_t²)^{1/3}, and η is the height of the Fermi level above the conduction edge divided by kT. Solving for η numerically puts the Fermi level 65.2 meV above the edge.

The picture thus contradicts itself. A bending of 30 mV leaves the surface band edge about 35 meV below the Fermi level, where the local electron density is far from zero. The value 0.62 nm stands as the width of an emptied layer and as a lower bound, but not as the profile at this charge and doping.

**(c) The profile with a local electron density**

Assume that the electron density at each point is that of a uniform gas with the local band edge:

n = N_c F_{1/2}(η − qψ/kT).

Multiply the equation for ψ by ψ′. The left side becomes (ψ′²/2)′. Integration from the surface, where ψ = ψ_s, to the bulk, where ψ and ψ′ vanish, gives

−σ²/(2ε²) = (q/ε) ∫_{ψ_s}^{0} (N − n) dψ,

and, after reversing the limits,

σ² = 2εq ∫₀^{ψ_s} (N − n) dψ.

To integrate n, note that dF_{3/2}/dη = F_{1/2}: the derivative with respect to η can be turned into minus a derivative with respect to y, and one integration by parts lowers the power of y by one. With η_s = η − qψ_s/kT,

∫₀^{ψ_s} n dψ = N_c (kT/q) [F_{3/2}(η) − F_{3/2}(η_s)].

Inserting this and dividing by 2εqN gives

ψ_s = ψ_dep + (kT/q)(N_c/N) [F_{3/2}(η) − F_{3/2}(η_s)].

The second term is the correction for electrons that remain in the layer. The root of this equation is ψ_s = 65.5 mV, of which the correction supplies 35.4 mV. The surface band edge has risen to about the Fermi level, and the surface density is still 0.21 N.

A second relation locates the charge. Its mean distance from the interface is

x_c = (1/σ) ∫₀^∞ x q(N − n) dx = (ε/σ) ∫₀^∞ x ψ″ dx.

Integration by parts gives ∫xψ″dx = [xψ′] − ∫ψ′dx. The bracket vanishes at both ends and −∫ψ′dx = ψ_s, so

x_c = εψ_s/σ = 65.5 mV/(96.5 mV/nm) = 0.68 nm.

The emptied layer has x_c = W/2 = 0.31 nm. This is the least value possible when 0 ≤ n ≤ N. To see this, integrate by parts the other way:

σx_c = ∫₀^∞ (σ − Q) dx.

When n ≤ N, Q never decreases on its way to σ, so σ − Q is not negative. Since also Q ≤ qNx,

σx_c ≥ ∫₀^W (σ − qNx) dx = σW − qNW²/2 = σW/2.

Here the local-density centroid is 2.2 times as deep as this minimum. Solving Poisson's equation on a grid with Newton's method gives the full profile: 59% of the charge lies within W, and 90% lies within 1.52 nm.

The profile is set by two lengths. For small bending, N − n is proportional to ψ, and the equation becomes ψ″ = ψ/L² with

1/L² = (q/ε) |dn/dψ| at ψ = 0.

This gives L = 0.60 nm. The length L depends on the doping and the temperature but not on the charge, while W is proportional to the charge. If W ≪ L, the electrons are slightly thinned out over the depth L, and the charge has nothing to do with an emptied layer. If W ≫ L, most of the layer is emptied and W describes it well. In this problem W ≈ L, and neither limit applies.

A lighter doping shows the second limit. Take N = 1×10¹⁸ cm⁻³ and σ = 0.5 µC/cm², still without holes. Half the charge at a hundredth of the doping gives

W = 0.624 nm × 0.5 × 100 = 31.2 nm,

and ψ_dep = 753 mV, about 29 times kT/q. The grid solution has n = N/2 at 30.5 nm, which is 2% below W, and its bending is 779 mV. The excess of 26 mV is the correction term. With an emptied surface F_{3/2}(η_s) is negligible, and since N = N_c F_{1/2}(η) the term becomes

(kT/q) F_{3/2}(η)/F_{1/2}(η).

For a dilute gas both integrals tend to e^η, and this tends to kT/q = 25.9 mV.

**(d) Electrons as waves**

A local density cannot be trusted over a distance as short as 0.6 nm. Suppose the ferroelectric is a barrier so high that the wave functions vanish at x = 0. For a (001) surface, motion along x obeys

−(ħ²/2m_x) φ_j″ + qψφ_j = E_jφ_j.

Two valleys have m_x = 0.92 and in-plane density-of-states mass m_∥ = 0.19. Four have m_x = 0.19 and m_∥ = (0.19 × 0.92)^{1/2}, all in electron masses. Each level holds

N_j = g (m_∥kT/πħ²) ln[1 + e^{(E_F−E_j)/kT}]

electrons per area, where g is two or four, and n = Σ N_j φ_j². These equations and Poisson's equation were solved together by finite differences in a 30 nm slab with the charge σ required at each face.

The enclosed charge first reaches σ at x_σ = 0.76 nm, which respects the bound of part (a). The excess over 0.62 nm measures the electrons left in front of that plane. Their mean density is 0.18 N, and

x_σ (1 − 0.18) = 0.62 nm.

So even at a hard wall the layer is not empty. About 74% of these electrons are in the two valleys that are heavy along x.

The reason is found in the force on the wall. For one level define

T_j = (ħ²/2m_x) φ_j′² + (E_j − qψ) φ_j².

Differentiate, and replace (ħ²/2m_x)φ_j″ by −(E_j − qψ)φ_j. The terms containing φ_jφ_j′ cancel, leaving

T_j′ = −qψ′φ_j².

The right side is the electric force density on an electron in this level, so T_j is its momentum flux, or pressure. At the wall φ_j = 0 and φ_j ≈ φ_j′(0)x. A group of valleys that exerts the wall pressure p_g therefore has the density

n_g ≈ (2m_x/ħ²) p_g x²

close to the wall. At equal pressure, heavier electrons come closer. In the bulk every valley contributes the same pressure. If this also held at the wall, the heavy share would be

2×0.92/(2×0.92 + 4×0.19) = 0.71,

close to the computed 74%. The closeness is partly a cancellation. In the wave calculation the two heavy valleys carry 40% of the wall pressure instead of a third, which would raise the estimate to 76%, but the x² law overestimates their density farther from the wall.

Summing the force equation over all filled levels and integrating from the wall into the bulk gives

p_bulk − p_wall = −q ∫₀^∞ nψ′ dx.

Insert n = N − εψ″/q. The first part integrates to qNψ_s. The second gives ε∫ψ″ψ′dx = −εψ′(0)²/2 = −σ²/(2ε). Hence

p_wall = p_bulk − qNψ_s + σ²/(2ε).

The last term equals qNψ_dep.

The surface bending is now ψ_s = −12 mV: the band edge at the wall lies slightly below its bulk value, although the silicon has lost electrons. Both −qNψ_s and the field term then raise the wall pressure, and the computed value is 2.0 times the bulk pressure.

The negative sign comes from the wall itself. With σ = 0 the wall still keeps electrons away, and the displaced electrons gather behind the bare donors. This double layer lowers the band edge at the wall by 130 mV. With σ = 1 µC/cm² part of it survives: the enclosed charge rises to 1.26 σ before it falls back, and n has a maximum of 1.08 N at 2.8 nm. Since n exceeds N there, the centroid bound of part (c) does not apply. The width bound does, since it needs no more than n ≥ 0.

A fixed offset in ψ_s can be balanced by the choice of the metal on the other side of the film, so the response of the silicon to charge is measured by the change of ψ_s. Going from σ = 0 to 1 µC/cm² raises ψ_s by 118 mV. By the relation of part (c), applied to the difference of the two charge distributions, the added charge has its centroid at

118 mV/(96.5 mV/nm) = 1.22 nm.

The local-density value was 0.68 nm, and an emptied layer would give 0.31 nm. The ratio of the charge σ to the change in bending is therefore ε/(1.22 nm), where an emptied layer would give ε/(W/2). In this model the picture of an emptied layer overestimates the ratio by a factor of about four. These figures belong to the infinitely high wall. A real barrier of roughly 1.5 to 3 eV lets the wave functions leak in. This weakens the double layer and can make ψ_s slightly positive at this charge. It also moves the centroid of the added charge roughly 0.1 nm closer to the interface, which still leaves it far deeper than W/2. The ratio is an average over the charging from 0 to σ, not the small-signal capacitance at σ.

**(e) What the number means in a device**

Silicon can be doped to about 10²⁰ cm⁻³ in contact regions and in electrodes of tunnel junctions, but transistor channels are usually doped far more lightly. A switchable hafnia film is typically about 10 nm thick, with a polarisation of very roughly 20 µC/cm². The charge in this problem is thus a small part of what such a film carries. W scales as σ/N, so if half the donors were inactive, W would double to 1.25 nm.

The assumption of no interface charge can also fail. A density of 1×10¹² charged traps per cm² carries 16% of σ and changes W by the same fraction, up or down according to its sign. Smooth doping is also an idealisation. The mean donor spacing N^{−1/3} is 2.15 nm, larger than W. Under an area of 10 nm × 10 nm the layer contains 6.2 donors on average, and independent random placement gives a relative scatter of 1/√6.2 = 40%. W is an average over much larger areas.

The field in the film need not vanish either. Take a 10 nm film with relative permittivity 30, shorted to the silicon through an ideal metal with no built-in voltage. The voltages around the circuit then add to zero if E_f = ψ_s/t, where t is the film thickness. With the local-density value this is 0.066 MV/cm, and

P = σ + ε_fψ_s/t = 1.17 µC/cm².

If the metal is instead chosen so that the film is free of field at σ = 0, the wave calculation, with its hard wall, puts 118 mV in place of 65.5 mV. The extra term grows from 0.17 to 0.31 µC/cm².

Both values assume that the film touches the silicon. In practice a thin oxide usually lies between hafnia and silicon. If its relative permittivity is 3.9, a layer of 0.5 nm drops 145 mV at this σ, more than the silicon itself, and raises the required P by a further 0.38 µC/cm².

Temperature and breakdown matter little here. With full ionisation W does not depend on temperature, and at 85 °C the local-density bending rises from 65.5 to 67.6 mV. A field near 1 MV/cm may suggest breakdown, but the potential changes by far less than the 1.12 V that corresponds to the gap. In equilibrium an electron crossing the layer cannot gain enough energy to create a pair, and the valence edge at the surface stays well below the Fermi level.

This changes at larger charge. The valence edge at the surface reaches the Fermi level when ψ_s = 1.12 + 0.065 = 1.19 V. The local-density relation of part (c) gives 6.2 µC/cm² at that point. Holes do not take over at once beyond it, because they too are waves. If a uniform field F presses a hole of mass m against a hard wall, its lowest level lies 2.34 (ħ²q²F²/2m)^{1/3} from the band edge at the wall. For 6 MV/cm and a mass of 0.3 electron masses this is about 0.8 eV. In this rough estimate holes gather in equilibrium only when the bending has grown by nearly another volt, to about 2 V. An emptied layer with that bending holds (2εqNψ_s)^{1/2}, or about 8 µC/cm². For 20 µC/cm² the simple formulas would give W = 12.5 nm and ψ_dep = 12 V, far outside their range. In this polarity the removal of electrons alone cannot then compensate the film in equilibrium. Holes or interface charge must supply the rest, or a field in the film must reduce the charge required. The last way is limited: with relative permittivity 30, lowering the charge from 20 to 8 µC/cm² takes about 4.5 MV/cm against the polarisation. This exceeds the coercive field of hafnia, very roughly 1 to 2 MV/cm, so the film would not keep its full polarisation. For the opposite polarisation electrons accumulate, their density is not limited by N, and W has no meaning.

The answer to the calculation asked for is W = 0.62 nm. At this doping it is the smallest thickness that can hold the charge, while the electrical response of the silicon is that of a charge lying deeper.
